# Second-order Ham terms and zero-phonon fine structure in T x e: test program

```python
"""Second-order Ham terms of the T x e Jahn-Teller problem.

Result under test: for an orbital triplet (l = 1) with spin S, linearly coupled
to a pair of e modes, the zero-phonon levels measured from -E_JT follow
  H_eff = lam*gam*L.S - (lam^2/hw)*[fa*(L.S)^2 + (fb-fa)*sum_m Lm^2 Sm^2],
  gam = exp(-3g/2), fa = exp(-3g)*G(3g/2), fb = exp(-3g)*G(3g),
  G(x) = sum_{n>=1} x^n/(n n!),  g = E_JT/hw,
with an error of third order in lam. At large g, fb -> 1/(3g), so the term
lam^2/(3 E_JT) outlives the first-order splitting if S >= 1.
Symbols: hw vibrational quantum, lam spin-orbit constant, E_JT Jahn-Teller
energy. Inside the functions energies are in units of hw; zero-point energy
is left out. The reference is the full vibronic Hamiltonian in an undisplaced
two-dimensional oscillator basis, which knows nothing of the formulas.
"""
import math
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.special import expi
from scipy.optimize import brentq
from scipy.constants import c as light_speed


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


def electronic_operators(spin):
    """L.S, sum_m Lm^2 Sm^2, E_theta, E_eps; all real in the |m_l, m_s> basis."""
    l_ops, s_ops = angular_momentum(1), angular_momentum(spin)
    one_s = np.eye(int(round(2 * spin + 1)))
    ls = sum(np.kron(a, b) for a, b in zip(l_ops, s_ops))
    squares = sum(np.kron(a @ a, b @ b) for a, b in zip(l_ops, s_ops))
    lx2, ly2, lz2 = [a @ a for a in l_ops]
    e_theta = np.kron(np.eye(3) - 1.5 * lz2, one_s)
    e_eps = np.kron(math.sqrt(3) / 2 * (ly2 - lx2), one_s)
    ops = [ls, squares, e_theta, e_eps]
    assert max(abs(np.imag(o)).max() for o in ops) < 1e-14
    return [np.real(o) for o in ops]


def oscillator_operators(max_quanta):
    states = [(a, b) for a in range(max_quanta + 1)
              for b in range(max_quanta + 1 - a)]
    index = {s: i for i, s in enumerate(states)}
    size = len(states)
    coordinates = []
    for mode in (0, 1):
        rows, cols, values = [], [], []
        for (a, b), i in index.items():
            upper = (a + 1, b) if mode == 0 else (a, b + 1)
            if upper in index:
                rows.append(index[upper])
                cols.append(i)
                values.append(math.sqrt(upper[mode] / 2))
        half = sp.coo_matrix((values, (rows, cols)), shape=(size, size)).tocsr()
        coordinates.append(half + half.T)
    quanta = sp.diags([float(a + b) for a, b in states])
    return quanta, coordinates[0], coordinates[1]


def vibronic_levels(g, lam, spin, max_quanta=None):
    """Zero-phonon levels, from -E_JT, by block inverse iteration."""
    if max_quanta is None:
        max_quanta = int(12 + 4 * g)
    quanta, q_theta, q_eps = oscillator_operators(max_quanta)
    ls, _, e_theta, e_eps = electronic_operators(spin)
    dim = len(ls)
    k = math.sqrt(2 * g)
    ham = (sp.kron(quanta, sp.identity(dim))
           + k * sp.kron(q_theta, sp.csr_matrix(e_theta))
           + k * sp.kron(q_eps, sp.csr_matrix(e_eps))
           + lam * sp.kron(sp.identity(quanta.shape[0]), sp.csr_matrix(ls)))
    ham = ham.tocsc()
    shift = -g - 0.1 - 3 * abs(lam) * math.exp(-1.5 * g)
    solver = splu((ham - shift * sp.identity(ham.shape[0])).tocsc(),
                  permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    block = np.random.default_rng(1).standard_normal((ham.shape[0], dim))
    for _ in range(16):
        block, _ = np.linalg.qr(solver.solve(block))
    small = block.T @ (ham @ block)
    return np.linalg.eigvalsh((small + small.T) / 2) + g


def series_g(x):
    return expi(x) - np.euler_gamma - math.log(x)


def ham_factors(g):
    """gam, fa, fb"""
    damp = math.exp(-3 * g)
    return math.exp(-1.5 * g), damp * series_g(1.5 * g), damp * series_g(3 * g)


def effective_levels(g, lam, spin):
    gam, fa, fb = ham_factors(g)
    ls, squares, _, _ = electronic_operators(spin)
    return np.linalg.eigvalsh(lam * gam * ls
                              - lam**2 * (fa * ls @ ls + (fb - fa) * squares))


def spin_one_formula(g, lam):
    """Levels A1, E, T1, T2"""
    gam, fa, fb = ham_factors(g)
    return np.array([-2 * lam * gam - 2 * lam**2 * (fa + fb),
                     lam * gam - lam**2 * (2 * fb - fa),
                     -lam * gam - lam**2 * fb,
                     lam * gam - lam**2 * fb])


def label_spin_one(levels, lam):
    """Identify A1, E, T1, T2 by degeneracy; T1 is the lower triplet if lam > 0."""
    groups = [[levels[0]]]
    for value in levels[1:]:
        if value - groups[-1][-1] < 1e-9:
            groups[-1].append(value)
        else:
            groups.append([value])
    assert sorted(len(x) for x in groups) == [1, 2, 3, 3]
    single = [np.mean(x) for x in groups if len(x) == 1][0]
    double = [np.mean(x) for x in groups if len(x) == 2][0]
    triple = [np.mean(x) for x in groups if len(x) == 3]
    if lam < 0:
        triple = triple[::-1]
    return np.array([single, double, triple[0], triple[1]])


def barycentre_gap(e):
    return (e[2] + e[3]) / 2 - (e[0] + 2 * e[1]) / 3


# The closed form of G against its defining series.
for x in (0.7, 4.5, 15.0):
    direct = sum(x**n / (n * math.factorial(n)) for n in range(1, 90))
    assert abs(series_g(x) / direct - 1) < 1e-12

# Large-g limit: fb -> 1/(3g) with relative correction 1/(3g); fa exponentially small.
for g in (20.0, 50.0):
    gam, fa, fb = ham_factors(g)
    assert abs(3 * g * fb - 1 - 1 / (3 * g)) < 3 / (3 * g)**2
    assert abs(fa / (gam / (1.5 * g)) - 1) < 2 / (1.5 * g)

# Sheets at the minimum of one well: depth E_JT and vertical gap 3 E_JT.
g_test = 2.3
k_test = math.sqrt(2 * g_test)
sheet_theta = np.array([-0.5, -0.5, 1.0])
sheets = 0.5 * k_test**2 + k_test * (-k_test) * sheet_theta
sheets.sort()
assert np.allclose(sheets, [-g_test, 2 * g_test, 2 * g_test])

# Effective Hamiltonian against full diagonalization: the error must be cubic in lam.
cubic_ratios = {}
for spin in (0.5, 1.0, 1.5):
    errors = [np.max(np.abs(vibronic_levels(1.5, lam, spin)
                            - effective_levels(1.5, lam, spin)))
              for lam in (0.01, 0.005)]
    cubic_ratios[spin] = errors[0] / errors[1]
    assert abs(cubic_ratios[spin] - 8) < 0.5, (spin, errors)

# Closed spin-1 levels against diagonalization of the effective Hamiltonian.
for g, lam in ((0.8, 0.1), (5.0, 0.2), (3.0, -0.15)):
    closed = np.sort(np.repeat(spin_one_formula(g, lam), [1, 2, 3, 3]))
    assert np.allclose(closed, effective_levels(g, lam, 1.0), atol=1e-13)

# Worked example, model parameters in cm^-1.
hw, e_jt, so = 300.0, 1500.0, 60.0
g0, lam0 = e_jt / hw, so / hw
gam, fa, fb = ham_factors(g0)
raw = vibronic_levels(g0, lam0, 1.0)
coarse = vibronic_levels(g0, lam0, 1.0, max_quanta=28)
basis_change = np.max(np.abs(raw - coarse))
assert basis_change < 1e-8
full = label_spin_one(raw, lam0)
formula = spin_one_formula(g0, lam0)
gap_full, gap_formula = barycentre_gap(full), lam0**2 * fb
assert np.max(np.abs(full - formula)) < 0.06 * gap_formula  # third order in lam
assert abs(gap_full / gap_formula - 1) < 0.06               # third order in lam
inner_full = full[1] - full[0]
inner_formula = 3 * lam0 * gam + 3 * lam0**2 * fa
assert abs(inner_full / inner_formula - 1) < 0.10           # higher orders in lam
assert gap_full > 5 * max(inner_full, full[3] - full[2])

# Reversed spin-orbit sign: the deviation from second order changes sign.
reverse = label_spin_one(vibronic_levels(g0, -lam0, 1.0), -lam0)
gap_reverse = barycentre_gap(reverse)
assert gap_full > gap_formula > gap_reverse

# Spin 1/2: no lam^2/E_JT splitting. Spin 3/2: gap of 2D between |M| = 1/2 and 3/2.
half = vibronic_levels(g0, lam0, 0.5)
half_width = half[-1] - half[0]
half_formula = 1.5 * (lam0 * gam + lam0**2 * fa / 2)
assert abs(half_width / half_formula - 1) < 0.10            # higher orders in lam
assert half_width < 0.1 * gap_full
three_half = vibronic_levels(g0, lam0, 1.5)
three_half_gap = three_half[6:].mean() - three_half[:6].mean()
assert abs(three_half_gap / (2 * gap_formula) - 1) < 0.08   # third order in lam

# Scan of the coupling strength at fixed lam/hw.
crossover = brentq(lambda g: lam0 * ham_factors(g)[2]
                   - 3 * ham_factors(g)[0], 1.0, 8.0)
scan = []
for g in (1.0, 2.0, 3.0, 4.0):
    e = label_spin_one(vibronic_levels(g, lam0, 1.0), lam0)
    scan.append((g, barycentre_gap(e), e[1] - e[0]))
scan.append((g0, gap_full, inner_full))
for g, gap, inner in scan:
    assert (gap > inner) == (g > crossover)

print(f"hw = {hw:.0f} cm^-1, E_JT = {e_jt:.0f} cm^-1, lambda = {so:.0f} cm^-1")
print(f"g = E_JT/hw = {g0:.2f}, lambda/hw = {lam0:.2f}, 3 E_JT = {3*e_jt:.0f} cm^-1")
print(f"gamma = {gam:.4e}, f_a = {fa:.4e}, f_b = {fb:.5f}")
print(f"strong-coupling limit of f_b, 1/(3g) = {1/(3*g0):.5f}")
print(f"first-order lambda*gamma = {so*gam:.5f} cm^-1")
print(f"first-order width 3*lambda*gamma = {3*so*gam:.5f} cm^-1")
print(f"unquenched width 3*lambda = {3*so:.1f} cm^-1")
print("Spin-1 levels from -E_JT (cm^-1): full diagonalization, formula")
for name, a, b in zip(("A1", "E ", "T1", "T2"), full, formula):
    print(f"  {name} {a*hw:10.5f} {b*hw:10.5f}")
print(f"barycentre gap D, full = {gap_full*hw:.5f} cm^-1"
      f" = {gap_full*hw*light_speed*100/1e9:.3f} GHz")
print(f"D, second-order formula lambda^2 f_b/hw = {gap_formula*hw:.5f} cm^-1")
print(f"D, limit lambda^2/(3 E_JT) = {so**2/(3*e_jt):.5f} cm^-1")
print(f"A1-E splitting: full {inner_full*hw:.5f},"
      f" formula {inner_formula*hw:.5f} cm^-1")
print(f"T1-T2 splitting: full {(full[3]-full[2])*hw:.5f},"
      f" formula {2*so*gam:.5f} cm^-1")
print(f"E-T2 splitting: full {(full[3]-full[1])*hw:.5f},"
      f" formula {lam0**2*(fb-fa)*hw:.5f} cm^-1")
print(f"ratio D/(A1-E splitting), full = {gap_full/inner_full:.2f}")
print(f"ratio D/(3*lambda*gamma), formula = {gap_formula/(3*lam0*gam):.2f}")
print(f"relative deviation of D from formula, lambda > 0:"
      f" {100*(gap_full/gap_formula-1):+.2f} %")
print(f"relative deviation of D from formula, lambda < 0:"
      f" {100*(gap_reverse/gap_formula-1):+.2f} %")
print(f"estimate 2*lambda/(3 E_JT) = {100*2*so/(3*e_jt):.2f} %")
print(f"spin 1/2 total width: full {half_width*hw:.5f},"
      f" formula {half_formula*hw:.5f} cm^-1")
print(f"spin 3/2 gap: full {three_half_gap*hw:.5f},"
      f" formula 2D = {2*gap_formula*hw:.5f} cm^-1")
print(f"crossover g where D = 3*lambda*gamma: {crossover:.3f}")
print("Scan, lambda/hw fixed: g, D full, D formula, A1-E full, 3*lam*gam (cm^-1)")
for g, gap, inner in scan:
    w = ham_factors(g)
    print(f"  {g:.1f} {gap*hw:9.4f} {lam0**2*w[2]*hw:9.4f}"
          f" {inner*hw:9.4f} {3*so*w[0]:9.4f}")
print("Error ratio on halving lambda (8 = cubic), spins 1/2, 1, 3/2: "
      + ", ".join(f"{r:.3f}" for r in cubic_ratios.values()))
print(f"change of levels with smaller basis = {basis_change*hw:.1e} cm^-1")
print("success")
```

Printed output:

```
hw = 300 cm^-1, E_JT = 1500 cm^-1, lambda = 60 cm^-1
g = E_JT/hw = 5.00, lambda/hw = 0.20, 3 E_JT = 4500 cm^-1
gamma = 5.5308e-04, f_a = 8.7732e-05, f_b = 0.07187
strong-coupling limit of f_b, 1/(3g) = 0.06667
first-order lambda*gamma = 0.03319 cm^-1
first-order width 3*lambda*gamma = 0.09956 cm^-1
unquenched width 3*lambda = 180.0 cm^-1
Spin-1 levels from -E_JT (cm^-1): full diagonalization, formula
  A1   -1.82048   -1.79342
  E    -1.71639   -1.69070
  T1   -0.89596   -0.89566
  T2   -0.82902   -0.82929
barycentre gap D, full = 0.88860 cm^-1 = 26.640 GHz
D, second-order formula lambda^2 f_b/hw = 0.86247 cm^-1
D, limit lambda^2/(3 E_JT) = 0.80000 cm^-1
A1-E splitting: full 0.10409, formula 0.10271 cm^-1
T1-T2 splitting: full 0.06694, formula 0.06637 cm^-1
E-T2 splitting: full 0.88737, formula 0.86142 cm^-1
ratio D/(A1-E splitting), full = 8.54
ratio D/(3*lambda*gamma), formula = 8.66
relative deviation of D from formula, lambda > 0: +3.03 %
relative deviation of D from formula, lambda < 0: -2.97 %
estimate 2*lambda/(3 E_JT) = 2.67 %
spin 1/2 total width: full 0.05073, formula 0.05057 cm^-1
spin 3/2 gap: full 1.77756, formula 2D = 1.72494 cm^-1
crossover g where D = 3*lambda*gamma: 3.236
Scan, lambda/hw fixed: g, D full, D formula, A1-E full, 3*lam*gam (cm^-1)
  1.0    5.6441    4.9337   43.7516   40.1634
  2.0    2.7249    2.4873    9.9009    8.9617
  3.0    1.6204    1.5329    2.1565    1.9996
  4.0    1.1463    1.1027    0.4722    0.4462
  5.0    0.8886    0.8625    0.1041    0.0996
Error ratio on halving lambda (8 = cubic), spins 1/2, 1, 3/2: 7.999, 7.998, 7.991
change of levels with smaller basis = 1.0e-09 cm^-1
success
```
